# Critical Stress of a Pinned Copper Dislocation Acting as a Frank-Read Source

## Problem

A straight dislocation segment in copper lies in its slip plane between two pins a distance $L=100$ nm apart. The shear modulus is $\mu=48$ GPa and the Burgers vector has length $b=0.256$ nm. A uniform shear stress $\tau$ acts on the slip plane along the Burgers vector. Give the line the constant tension $T=\mu b^2/2$.

(a) Find the equilibrium shape of the segment under stress.

(b) Show that equilibrium is lost at $\tau_c=\mu b/L$, near 123 MPa, and explain why the segment then becomes a Frank-Read source.

(c) Decide which equilibria below $\tau_c$ are stable, and find the energy barrier that protects the segment.

(d) The segment sits in the middle of a (111)-textured copper film, 500 nm thick, on silicon at 400 K. What equibiaxial film stress, and what temperature change, correspond to $\tau_c$?

(e) Estimate how far the effects left out of the model move the result.

## Solution

### (a) Equilibrium shape

The model treats the crystal as isotropic, the pins as unbreakable and the line as a flexible string that glides in one plane. Lattice friction, which is small in copper, is left out throughout, and so is the splitting of dislocations in copper into partial dislocations. Surfaces and other dislocations are left out at first.

When a line element $ds$ advances by $dn$ along its normal, the area $ds\,dn$ slips by $b$. The stress does the work $\tau b\,ds\,dn$, so it pushes the element with the force $\tau b\,ds$.

The tension pulls along the unit tangent at each end of the element. The two pulls nearly cancel, leaving $T$ times the change of the tangent. If the tangent turns by $d\varphi=ds/R$, where $R$ is the radius of curvature, the net force is $T\,ds/R$ towards the centre of curvature. Balance requires

$$\tau b\,ds=\frac{T\,ds}{R}\quad\Longrightarrow\quad R=\frac{T}{\tau b}.$$

Since $T$, $\tau$ and $b$ are the same all along the line, so is $R$. The equilibrium shape is a circular arc through the two pins.

Let the arc subtend the angle $2\varphi$ at its centre. Its chord is the distance between the pins:

$$L=2R\sin\varphi\quad\Longrightarrow\quad \sin\varphi=\frac{L}{2R}=\frac{\tau bL}{2T}.$$

The height of the bow is $h=R(1-\cos\varphi)$. At low stress $\varphi\approx L/(2R)$ and $1-\cos\varphi\approx\varphi^2/2$, so $h\approx L^2/(8R)=\tau bL^2/(8T)$. The bow first grows in proportion to the stress.

### (b) Loss of equilibrium

A sine cannot exceed one. An equilibrium therefore exists only if $\tau bL/(2T)\le1$, and the limiting stress is

$$\tau_c=\frac{2T}{bL}=\frac{2}{bL}\,\frac{\mu b^2}{2}=\frac{\mu b}{L}.$$

At this stress $\varphi=90^\circ$ and $R=L/2$: the line is a semicircle, the tightest arc that can join the pins. The numbers are

$$T=\tfrac12(48\times10^9)(0.256\times10^{-9})^2\ \text{N}=1.573\ \text{nN},$$

$$\tau_c=48\,000\ \text{MPa}\times\frac{0.256}{100}=122.9\ \text{MPa},$$

with a critical radius of 50 nm.

The semicircle can also be read as a balance of the whole line. The stress pushes it forward with total force $\tau bL$, because only the chord counts when the normal forces are added as vectors. At the semicircle both ends pull straight back, with force $2T$. No other arc pulls back harder.

Above $\tau_c$ the line cannot come to rest, since any resting shape would be an equilibrium. To see where it goes, its motion was computed for a polygonal line whose normal velocity is proportional to the local force:

- At $0.98\,\tau_c$ the line stopped at a height of 40.86 nm. The arc formula gives $R=50/0.98=51.02$ nm and $h=40.87$ nm.
- At $1.02\,\tau_c$ it did not stop. Its two arms swung round the pins and met behind them.

These two runs place the threshold within 2% of the formula.

The meeting arms annihilate for a reason of symmetry. The bowed line is its own mirror image about the midline between the pins, but the mirror reverses the order in which the line is traversed. A tangent $(t_x,t_y)$ on the left arm therefore corresponds to $(t_x,-t_y)$ on the right arm. Where the arms first touch, their tangents are parallel to the midline, so $t_x=0$ and the tangents are opposite. Two lines with the same Burgers vector and opposite directions have zero net Burgers vector, and they cancel. What remains is a closed outer loop and a new segment between the pins. If the stress is maintained, the process can repeat. This is a Frank-Read source.

### (c) Stability and barrier

For $\tau<\tau_c$ the condition on $\sin\varphi$ has two solutions: a shallow arc with $\varphi<90^\circ$ and a deep arc with half-angle $\pi-\varphi$. Both have the same radius. Their stability follows from the energy

$$E=T\times(\text{length})-\tau b\times(\text{swept area}).$$

Describe a line close to an arc by its distance $R+u(\theta)$ from the centre of the arc, with $u=0$ at the pins. To second order in $u$,

$$\text{length}=\int\sqrt{(R+u)^2+u'^2}\,d\theta\approx\int\left(R+u+\frac{u'^2}{2R}\right)d\theta .$$

The area measured from the centre is $\frac12\int(R+u)^2d\theta$. It differs from the swept area by a constant, because the pins are fixed. With $\tau b=T/R$, the terms linear in $u$ are $T\int u\,d\theta-(T/R)\int Ru\,d\theta=0$, as they must be at equilibrium. The quadratic terms are

$$\delta E=\frac{T}{2R}\int\left(u'^2-u^2\right)d\theta .$$

The angular range is $2\varphi$ for an arc of half-angle $\varphi$. The functions that vanish at its ends are sums of sine waves with $n=1,2,\dots$ half-waves, for which $\int u'^2d\theta=(n\pi/2\varphi)^2\int u^2d\theta$. The mode $n=1$ raises the energy if $\pi/(2\varphi)>1$, that is, if $\varphi<90^\circ$. The modes $n\ge2$ raise it for every $\varphi<180^\circ$. The shallow arc is therefore a minimum. The deep arc is a saddle with one downhill direction, and it is the pass over which the segment must go to escape.

The barrier is the energy difference of the two arcs. Write $\varphi=\pi/2-\epsilon$ for the shallow arc, so that $\cos\epsilon=\tau/\tau_c$. The lengths are $2R(\pi-\varphi)$ and $2R\varphi$, and they differ by

$$2R(\pi-2\varphi)=4R\epsilon .$$

An arc of half-angle $\varphi$ sweeps the area $R^2(\varphi-\sin\varphi\cos\varphi)$, a sector minus a triangle. For the deep arc the cosine changes sign, so the areas differ by

$$R^2\left[(\pi-2\varphi)+2\sin\varphi\cos\varphi\right]=R^2(2\epsilon+\sin2\epsilon),$$

where $2\sin\varphi\cos\varphi=\sin2\varphi=\sin(\pi-2\epsilon)=\sin2\epsilon$. Using $\tau b=T/R$ again,

$$\Delta E=4TR\epsilon-\frac TR R^2(2\epsilon+\sin2\epsilon)=TR\,(2\epsilon-\sin2\epsilon).$$

At $0.90\,\tau_c$ this gives 64.06 eV. As a check, length and area were added up along drawn arcs of varying half-angle. The highest energy among arcs beyond the semicircle, minus the lowest among arcs short of it, gives the same value.

Close to the threshold $\cos\epsilon\approx1-\epsilon^2/2$, so $\epsilon\approx\sqrt{2(1-\tau/\tau_c)}$. With $2\epsilon-\sin2\epsilon\approx(2\epsilon)^3/6$,

$$\Delta E\approx\frac43TR\,\epsilon^3 .$$

The barrier vanishes as the power $3/2$ of the distance to the threshold. It is 1.87 eV at $0.99\,\tau_c$.

This fixes the role of heat. Take activation to matter when $\Delta E=30\,kT$. For an attempt rate of $10^{13}$ per second, a round atomic value, that means about one escape per second. At 400 K, $30\,kT=1.034$ eV, and the barrier falls to this value 0.68% below $\tau_c$. For this segment, heat hardly helps the line over its barrier.

### (d) Film stress and temperature change

An equibiaxial stress $\sigma$ in a film with unit normal $\mathbf n$ is the tensor $\sigma(\mathbf I-\mathbf n\mathbf n)$. On a slip plane with normal $\mathbf m$ and slip direction $\mathbf s$, where $\mathbf m\cdot\mathbf s=0$, it gives the shear stress

$$\sigma\,\mathbf m\cdot(\mathbf I-\mathbf n\mathbf n)\cdot\mathbf s=-\sigma(\mathbf m\cdot\mathbf n)(\mathbf s\cdot\mathbf n).$$

Take $\mathbf n=[111]/\sqrt3$, $\mathbf m=[11\bar1]/\sqrt3$ and $\mathbf s=[101]/\sqrt2$. Then $\mathbf m\cdot\mathbf n=1/3$ and $\mathbf s\cdot\mathbf n=2/\sqrt6$, and the magnitude of the Schmid factor is $2/(3\sqrt6)=0.2722$. A search over all slip systems of this type finds no larger value. The slip plane parallel to the film has $\mathbf s\cdot\mathbf n=0$ and feels no shear. The film stress at the threshold is

$$\sigma_c=\frac{122.9\ \text{MPa}}{0.2722}\approx451\ \text{MPa}.$$

To relate this to temperature, let the film have in-plane strain $\varepsilon$ and normal strain $\varepsilon_z$. Split the strain into a uniform part and a part without volume change:

$$\varepsilon(\mathbf I-\mathbf n\mathbf n)+\varepsilon_z\mathbf n\mathbf n=e\,\mathbf I+g\left(\mathbf n\mathbf n-\tfrac13\mathbf I\right),\qquad g=\varepsilon_z-\varepsilon,\quad e=\varepsilon+\frac g3 .$$

For $\mathbf n$ along $[111]$ the second part has no diagonal elements in the cubic axes, so its stiffness is $2C_{44}$. The uniform part has stiffness $B=C_{11}+2C_{12}$. The free surface requires zero normal stress:

$$Be+\tfrac43C_{44}g=0\quad\Longrightarrow\quad g=-\frac{3B\varepsilon}{B+4C_{44}} .$$

The in-plane stress is $Be-\frac23C_{44}g$. Inserting $Be=-\frac43C_{44}g$ turns it into $-2C_{44}g$, so

$$\sigma=M\varepsilon,\qquad M=\frac{6C_{44}B}{B+4C_{44}} .$$

With the rough copper constants $C_{11}=168$, $C_{12}=121$ and $C_{44}=75$ GPa, $B=410$ GPa and $M=6\times75\times410/710\approx260$ GPa. The expansion mismatch between copper and silicon is roughly $14\times10^{-6}$ per K. If the film starts free of stress and stays elastic,

$$|\Delta T|=\frac{451\times10^6}{260\times10^9\times14\times10^{-6}}\ \text{K}\approx124\ \text{K}.$$

Copper expands more than silicon, so cooling puts the film in tension and heating puts it in compression. Either sign can drive the source.

### (e) What the model leaves out

**Line direction.** A screw dislocation has shear strain $b/(2\pi r)$ at distance $r$. Its energy per length between a core radius $r_0$ and an outer radius $L$ is

$$\int_{r_0}^{L}\frac\mu2\left(\frac{b}{2\pi r}\right)^2 2\pi r\,dr=\frac{\mu b^2}{4\pi}\ln\frac L{r_0}.$$

For $r_0=b$ the logarithm is 5.968, and the energy is $0.475\,\mu b^2$. The constant $\mu b^2/2$ used above is close to this value. In isotropic elasticity an edge dislocation has $1/(1-\nu)$ times this energy. A line at angle $\theta$ to its Burgers vector has

$$E(\theta)=\frac{\mu b^2}{4\pi}\ln\frac L{r_0}\left(\cos^2\theta+\frac{\sin^2\theta}{1-\nu}\right).$$

Such a line also resists being turned. A straight piece of length $r$ has energy $rE(\theta)$, whose gradient with respect to its end point is $E$ along the line and $E'$ across it. At a pin where the line leaves at right angles to the chord, the line is pure screw or pure edge if the original segment was pure edge or pure screw. There $E'=0$, and the pull straight back is $E_\perp$, the energy per length of that perpendicular line. The whole-line balance of part (b) becomes

$$\tau_cbL=2E_\perp .$$

If the line leaves the pin at an angle $\alpha$ to the chord, the pull straight back is $E\sin\alpha+E'\cos\alpha$, which changes with $\alpha$ at the rate $(E+E'')\cos\alpha$. The pull therefore grows up to $\alpha=90^\circ$, and the balance above is the threshold, provided that $E+E''$, the stiffness against bending, is positive for all directions, as it is here. With $\nu=0.34$, an initially edge segment has screw arms at the pins and needs 117 MPa. An initially screw segment has edge arms and needs 177 MPa, which is 44% above the simple result. On the slip system of part (d), a segment parallel to the film runs along $[1\bar10]$, at 60° to the slip direction $[101]$. It is of mixed character, so neither value applies to it directly. For such a segment the widest equilibrium shape ends where the pull on the pin, $E$ along the line plus $E'$ across it, is perpendicular to the chord. This gives about 125 MPa, within 2% of the simple result. Doubling $r_0$ lowers both by 11.6%, so their ratio is firmer than their values.

**Elastic anisotropy.** For a screw along $[110]$ the displacement $w$ has the energy density $\frac12(c_xw_x^2+c_yw_y^2)$, with $c_x=C_{44}$ and $c_y=(C_{11}-C_{12})/2$. Setting $y=Y\sqrt{c_y/c_x}$ makes this isotropic, with the modulus $\sqrt{c_xc_y}$ in place of $\mu$:

$$\sqrt{75\times23.5}\ \text{GPa}=42.0\ \text{GPa}.$$

This is 12.5% below 48 GPa. It lowers the energy of screw arms, and hence the threshold of an initially edge segment, by that fraction, if the bending stiffness stays positive in the anisotropic crystal too.

**Temperature.** Copper softens by roughly 0.04% per K. Between 300 and 400 K this lowers $\mu$ and $\tau_c$ by about 4%, more than thermal activation does.

**Other dislocations.** At a rough density $\rho=10^{14}$ m$^{-2}$ the mean spacing $1/\sqrt\rho$ is 100 nm, equal to $L$. A regular row of unbreakable obstacles at that spacing would need $\mu b\sqrt\rho$. Real crossings give way earlier, and a rough strength of 0.3 gives 37 MPa, or 30% of $\tau_c$. If this acts as a simple added resistance, the source needs about 160 MPa.

**Surfaces.** A straight screw at depth $d$ below a free surface is attracted by an image of opposite sign at distance $2d$. The image stress is $\mu b/(4\pi d)$, which is 3.9 MPa at $d=250$ nm, or 3% of $\tau_c$, if the silicon on the other side of the film is ignored. The surface matters far more after the threshold. In the computed motion at $1.02\,\tau_c$ the line had risen to 530 nm when its arms met. The active slip plane is inclined to the film at an angle whose cosine is $1/3$, so the surface lies only $250/0.943\approx265$ nm away along the steepest direction. At this stress, a segment parallel to the film that bows this way reaches the film boundary before its loop can close. The value of $\tau_c$ still marks the start of the instability, but just above it the closed-loop cycle of part (b) does not run unchanged in this film.

### The result beside a real film

The modulus and Burgers vector are close to those of copper, and the film thickness is plausible for chip metallization. The pin spacing is the free choice. Since $\tau_c\propto1/L$ at fixed $\mu$ and $b$, a 200 nm segment would need 61 MPa, and a film with many spacings has no single threshold. Of the effects estimated here, those that move the threshold most are the direction dependence of the line energy, up to 44% in isotropic elasticity and that only for an initially screw segment, and the other dislocations, about 30%. For an initially screw segment the two add up to about 74%. The limited room for the loop changes what happens after the threshold. The figure of 123 MPa is thus a scale for a 100 nm source, not a precise value. It is not the yield stress of a film. The numerical output lists the main values.

## Numbers as computed

```
shear modulus mu: 48.0 GPa
Burgers vector b: 0.256 nm
segment length L: 100.0 nm
line tension T: 1.5729 nN
critical radius T/(tau_c b): 50.00 nm
critical resolved shear stress tau_c: 122.88 MPa
moving line at 0.98 tau_c: held
  height reached: 40.86 nm
  height from arc formula: 40.87 nm
moving line at 1.02 tau_c: arms met
  height when arms meet: 530 nm
barrier at 0.90 tau_c, formula: 64.06 eV
barrier at 0.90 tau_c, drawn arcs: 64.06 eV
barrier at 0.99 tau_c: 1.87 eV
reference temperature: 300 K
temperature of use: 400 K
30 kT at temperature of use: 1.034 eV
stress drop by thermal activation: 0.68 %
stress drop by softer mu (rough): 4.0 %
Poisson ratio (rough): 0.34
core cutoff r0: 0.256 nm
ln(L/r0): 5.968
tau_c, initially edge segment: 116.7 MPa
tau_c, initially screw segment: 176.8 MPa
drop of these if r0 is doubled: 11.6 %
C11 (rough): 168 GPa
C12 (rough): 121 GPa
C44 (rough): 75 GPa
anisotropic screw energy factor: 42.0 GPa
its change relative to mu: -12.5 %
film thickness: 500 nm
depth of source: 250 nm
image stress of nearest surface: 3.91 MPa
forest strength alpha (rough): 0.3
forest density rho (rough): 1e+14 1/m^2
forest stress: 36.9 MPa
Schmid factor, (111) film: 0.2722
equibiaxial film stress at tau_c: 451 MPa
biaxial modulus, (111) film: 260 GPa
expansion mismatch (rough): 14 1e-6/K
temperature change for that stress: 124 K
```
